# Strain splitting needed to fill the twofold valleys of silicon

## Problem

The conduction band of silicon has six equivalent minima, or valleys, two on each cubic axis. Biaxial tensile strain in the (001) plane lowers the two valleys on the $z$ axis relative to the other four. Let $D$ be the energy of the four upper minima above the two lower ones. What value of $D$ places 95 percent of the electrons in the twofold valleys at 300 K?

The electrons are in thermal equilibrium in bulk material and are nondegenerate, so that Boltzmann statistics apply. The bands are parabolic, and all six valleys have the same effective masses.

## A tempting solution

The upper valleys lie higher by $D$, so their population seems to be smaller by one Boltzmann factor:

$$\frac{n_4}{n_2}=e^{-D/kT}\qquad\text{(wrong)} .$$

Here $n_2$ and $n_4$ are the electron densities in the twofold and fourfold groups. With $n_4/n_2=0.05/0.95=1/19$ and $kT=25.852$ meV, this gives

$$D=kT\ln 19=76.1\ \text{meV}.$$

## Where it fails

Set $D=0$. The crystal is then unstrained, the six valleys are equivalent, and two of them must hold one third of the electrons. The formula above gives $n_4=n_2$, which is one half.

The Boltzmann factor compares the occupation of one state with that of another state. The question concerns groups of states, and the upper group has twice as many valleys as the lower one. The factor must therefore be multiplied by the ratio of the numbers of available states.

## The right solution

**One valley.** Let the minimum lie at energy $E_0$, and measure the wave vector from it. With longitudinal mass $m_l$ along the valley axis and transverse mass $m_t$ across it,

$$E=E_0+\frac{\hbar^2k_l^2}{2m_l}+\frac{\hbar^2(k_{t1}^2+k_{t2}^2)}{2m_t}.$$

Per unit volume there are $2/(2\pi)^3$ states per unit volume of $k$ space, the 2 being for spin. With chemical potential $\mu$, the density in the valley is

$$n_v=\frac{2}{(2\pi)^3}\,e^{(\mu-E_0)/kT}\int d^3k\;e^{-(E-E_0)/kT}.$$

The integral is a product of three Gaussian integrals, each of the form

$$\int_{-\infty}^{\infty}dk\,e^{-\hbar^2k^2/2mkT}=\frac{\sqrt{2\pi mkT}}{\hbar},$$

where the $k$ in $kT$ is Boltzmann's constant. Since $2\pi\hbar=h$, each integral divided by $2\pi$ is $\sqrt{2\pi mkT}/h$. Hence

$$n_v=N_v\,e^{(\mu-E_0)/kT},\qquad N_v=2\left(\frac{2\pi m_dkT}{h^2}\right)^{3/2},\qquad m_d=(m_lm_t^2)^{1/3}.$$

The direction of the valley axis has dropped out, so $N_v$ is the same for all six valleys.

**Two groups.** Put the lower minima at zero energy and the upper ones at $D$. Then

$$n_2=2N_ve^{\mu/kT},\qquad n_4=4N_ve^{(\mu-D)/kT}.$$

Both groups share one chemical potential, because they are in equilibrium. On division, $N_v$ and $\mu$ cancel:

$$\frac{n_4}{n_2}=2e^{-D/kT}.$$

The fraction in the twofold valleys is

$$f=\frac{n_2}{n_2+n_4}=\frac{1}{1+2e^{-D/kT}} .$$

At $D=0$ this is $1/3$, as it must be. For $D\gg kT$ it approaches 1.

**Solving for the splitting.** Take the reciprocal and subtract 1:

$$\frac{1-f}{f}=2e^{-D/kT}\quad\Longrightarrow\quad e^{D/kT}=\frac{2f}{1-f}.$$

The logarithm gives

$$D=kT\ln\frac{2f}{1-f}.$$

For $f=0.95$ the argument is $1.90/0.05=38$, and

$$D=25.852\ \text{meV}\times3.6376=94.0\ \text{meV}=0.0940\ \text{eV}.$$

The first answer was too small by $kT\ln2$, about 18 meV. A splitting of 76.1 meV would make $e^{-D/kT}=1/19$, and so $f=1/(1+2/19)=19/21=0.905$.

As a test of the valley counting, the Boltzmann factor was integrated numerically over six separately oriented ellipsoids, with $m_l=0.92$ and $m_t=0.19$ electron masses. At the splitting found here, the twofold fraction came out as 0.950000.

## Sensitivity and temperature

Write $y=e^{-D/kT}$, so that $f=1/(1+2y)$ and $dy/dD=-y/kT$. Then

$$\frac{df}{dD}=\frac{2y}{kT(1+2y)^2}=\frac{f(1-f)}{kT},$$

because $1-f=2y/(1+2y)$. At $f=0.95$ the slope is 0.0018 per meV, so an error of 5 meV in $D$ changes the fraction by about 0.01. The slope falls as $f$ approaches 1, and further gains in population cost progressively more splitting.

If the temperature rises to 400 K with $D$ held fixed, more electrons reach the upper valleys and the fraction falls to 0.884. To keep $f=0.95$, the ratio $D/kT$ must stay the same, which requires $D=125$ meV at 400 K.

## The strain that gives this splitting

Let the in-plane strain be $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon$, positive for tension, with no shear. The top surface is free, so $\varepsilon_{zz}$ takes the value that minimizes the elastic energy density of the cubic crystal:

$$U=\tfrac12C_{11}(2\varepsilon^2+\varepsilon_{zz}^2)+C_{12}(\varepsilon^2+2\varepsilon\varepsilon_{zz}).$$

Setting $\partial U/\partial\varepsilon_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0$ gives

$$\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\,\varepsilon .$$

In linear deformation-potential theory, a valley on a cubic axis $i$ shifts by $\Xi_d(\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz})+\Xi_u\varepsilon_{ii}$. The first term is common to all valleys. The splitting is the shift of an $x$ valley minus that of a $z$ valley:

$$D=\Xi_u(\varepsilon-\varepsilon_{zz})=\Xi_u\,\varepsilon\left(1+\frac{2C_{12}}{C_{11}}\right).$$

With $\Xi_u>0$, tension makes $D$ positive. Biaxial compression makes it negative, and the twofold fraction then drops below one third.

Rough typical values for silicon are $\Xi_u=9$ eV, $C_{11}=166$ GPa and $C_{12}=64$ GPa. The bracket is $1+128/166=1.771$, so

$$\varepsilon=\frac{0.0940\ \text{eV}}{9\ \text{eV}\times1.771}=0.0059,$$

or 0.59 percent. The layer contracts along $z$ by about 0.45 percent.

## What the model leaves out

**Degeneracy.** At higher density the exclusion principle limits the filling of the lower valleys first. For a valley density $uN_v$, let $\eta$ be the chemical potential above that valley's minimum, divided by $kT$. Fermi–Dirac statistics give

$$u=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}}\approx e^{\eta}-\frac{e^{2\eta}}{\sqrt8},$$

from the first two terms of $1/(1+e^{x-\eta})=e^{\eta-x}-e^{2(\eta-x)}+\dots$, valid for low filling. Inverting to the same order gives $e^\eta\approx u+u^2/\sqrt8$, and hence $\eta\approx\ln u+u/\sqrt8$.

For total density $n$, the fillings are $u_2=fn/(2N_v)$ and $u_4=(1-f)n/(4N_v)$. The required $D/kT$ is the difference of the two values of $\eta$:

$$\frac{D}{kT}\approx\ln\frac{u_2}{u_4}+\frac{u_2-u_4}{\sqrt8}.$$

Since $u_2/u_4=2f/(1-f)$, the first term is the earlier result and the second is the correction. With $N_v=4.573\times10^{18}$ cm$^{-3}$ and $n=10^{18}$ cm$^{-3}$, $u_2=0.104$ and $u_4=0.003$, so the correction is 0.92 meV. Solving for the chemical potential with the full Fermi integral also gives 0.92 meV.

At $10^{16}$ cm$^{-3}$ the full calculation gives 0.01 meV, which is negligible. At $10^{19}$ cm$^{-3}$ it gives 9.1 meV; if $D$ is instead left at 94.0 meV, the fraction is 0.931.

**Band shape.** Let the dispersion be $E(1+\alpha E)=\gamma$, where $E$ is measured from the minimum and $\gamma$ is the parabolic energy. The number of states is proportional to

$$\sqrt\gamma\,d\gamma=\sqrt{E(1+\alpha E)}\,(1+2\alpha E)\,dE\approx\sqrt E\left(1+\tfrac52\alpha E\right)dE .$$

The mean energy with weight $\sqrt E\,e^{-E/kT}$ is $\tfrac32kT$, so each valley density gains the factor $1+\tfrac{15}{4}\alpha kT$ to first order. If $\alpha$ is the same in all valleys, the factor cancels in $n_4/n_2$. If not, the required splitting changes by about $\tfrac{15}{4}(\alpha_4-\alpha_2)(kT)^2$. For assumed values $\alpha_2=0.5$ and $\alpha_4=0.6$ per eV this is 0.25 meV; numerical integration gives 0.24 meV.

**Unequal masses.** Because $N_v\propto m_d^{3/2}$, different density-of-states masses $m_2$ and $m_4$ in the two groups add $\tfrac32kT\ln(m_4/m_2)$ to $D$. If the twofold valleys were 2 percent heavier, the required splitting would fall by 0.77 meV.

**Confinement.** In a layer of thickness $L$ with hard walls, motion along $z$ has levels $E_j=j^2E_1$, with $E_1=h^2/(8m_zL^2)$. The twofold valleys have $m_z=m_l$ and the fourfold valleys have $m_z=m_t$. For $E_1\ll kT$, the trapezoidal rule with unit spacing relates the level sum to an integral:

$$\sum_{j=1}^{\infty}e^{-j^2E_1/kT}\approx\int_0^\infty dj\,e^{-j^2E_1/kT}-\frac12=Z-\frac12,\qquad Z=\frac{L\sqrt{2\pi m_zkT}}{h}.$$

The $\tfrac12$ is the half weight of the end point $j=0$, which is not a level. $Z$ is the bulk result, so confinement multiplies each valley density by $1-1/(2Z)$. The required splitting between bulk band edges changes by

$$\Delta D=kT\ln\frac{1-1/(2Z_4)}{1-1/(2Z_2)} .$$

For $L=20$ nm, $Z_2=4.458$ and $Z_4=2.026$. The ratio is $0.753/0.888=0.848$, and $\Delta D=-4.25$ meV. The lighter mass along $z$ raises the fourfold levels more, so confinement does part of the work of the strain. The bulk-edge splitting needed in this layer is 89.8 meV.

## Beside a real strained layer

Silicon can be put under this kind of tension by growing it on a relaxed silicon–germanium substrate. If the lattice mismatch grows linearly with composition, up to a rough 4.2 percent for pure germanium, a strain of 0.59 percent calls for a germanium fraction of about 0.14. The measured alloy lattice constant lies slightly below this straight line, which raises the fraction to about 0.16. This estimate inherits the uncertainty of $\Xi_u$, for which values 10 percent away from 9 eV are in use: at fixed strain, a value 10 percent lower would reduce $D$ by 9.4 meV and, by the formula for $f$, the share of electrons in the twofold valleys from 0.95 to 0.93. Such a layer cannot be thick: at this strain the equilibrium critical thickness for misfit dislocations is roughly 20 to 50 nm, depending on the form of the estimate, so the 20 nm layer treated above is already near that limit. Its lower boundary is also not a hard wall. The conduction band offset to the substrate is comparable to $D$ itself, so the fourfold valleys are barely confined there and electrons can spill into the alloy. The channel of a field-effect transistor departs further from the bulk assumption, since the gate field confines the electrons near the surface, often within a few nanometres. The 20 nm result shows a shift of about 4 meV for two hard walls and no field. If the lower wall is replaced by a step of about 0.1 eV for the twofold valleys, the shift for the electrons inside the layer is only 1 to 2 meV. Neither figure should be extrapolated to such a channel, where few levels are occupied and the condition $E_1\ll kT$ fails; there the levels must be computed for the actual potential and filled with Fermi–Dirac statistics. The numerical output below lists the inputs and the computed results of the model; the bowing of the alloy lattice constant, the critical thickness, the band offset and the soft-boundary figure are separate estimates.

## Calculated quantities

```
Temperature: 300 K
Target twofold fraction: 0.95
Thermal energy kT: 25.852 meV
Upper/lower population ratio: 0.05263
Boltzmann factor exp(-D/kT): 0.02632
Logarithm argument 2f/(1-f): 38.00
D/kT: 3.6376
Required splitting D: 94.04 meV = 0.09404 eV
Fraction from six momentum integrals: 0.950000
D if valley count is omitted: 76.12 meV
Fraction that this gives: 0.9048
Sensitivity df/dD: 0.001837 per meV
Fraction at 400 K, same D: 0.8844
D required at 400 K: 125.39 meV
Masses ml, mt: 0.92, 0.19 electron masses
Density-of-states mass: 0.3214 electron masses
Effective density per valley: 4.573e+18 cm^-3
Deformation potential Xi_u: 9.0 eV
Elastic constants C11, C12: 166, 64 GPa
Required in-plane strain: 0.590 percent
Out-of-plane strain: -0.455 percent
Ge lattice mismatch used: 4.2 percent
Rough substrate Ge fraction: 0.14
Degeneracy change in D at 1e+16 cm^-3: 0.0092 meV
Degeneracy change in D at 1e+17 cm^-3: 0.0924 meV
Degeneracy change in D at 1e+18 cm^-3: 0.9230 meV
Degeneracy change in D at 1e+19 cm^-3: 9.1098 meV
Degeneracy estimate at 1e18 cm^-3: 0.9244 meV
Fraction at 1e19 cm^-3, original D: 0.9310
Alpha, twofold and fourfold: 0.5, 0.6 per eV
Valley density factor, alpha 0.5 per eV: 1.0490
First-order density factor: 1.0485
Change in D from unequal alpha: 0.244 meV
First-order estimate of it: 0.251 meV
Twofold/fourfold mass ratio tried: 1.02
Change in D from this mass ratio: -0.768 meV
Layer thickness: 20 nm
Lowest level, twofold valleys: 1.022 meV
Lowest level, fourfold valleys: 4.948 meV
Classical sums Z2, Z4: 4.458, 2.026
Change in bulk-edge D from confinement: -4.25 meV
Bulk-edge D needed in this layer: 89.79 meV
```
